# Vanishing g2 does not prove that single photons are indistinguishable

**The argument under review.** The imagined manuscript describes a silicon colour centre in an optical resonator, driven by short laser pulses. Its reasoning runs as follows. "The second-order correlation at zero delay is almost zero, so each pulse yields one photon. All photons come from the same transition of the same centre. They are therefore identical, and the source is ready for two-photon interference."

The first inference is sound for a source that seldom gives an empty pulse; otherwise "at most one photon" is the right wording. The second does not follow. To see why, one has to ask what each measurement is sensitive to.

## What the correlation counts

Let $a_j$ annihilate a photon in the $j$-th member of an orthonormal set of wave packets. The index covers temporal shape, frequency and polarisation together. The photon number in one pulse is $A=\sum_j a_j^\dagger a_j$, and the pulsed correlation, taken over the whole zero-delay peak, is

$$g_2=\frac{\langle A(A-1)\rangle}{\langle A\rangle^2}.$$

Since $Aa_j=a_j(A-1)$, the numerator can be written

$$A(A-1)=\sum_j a_j^\dagger a_j(A-1)=\sum_j a_j^\dagger A\,a_j=\sum_{jk}a_j^\dagger a_k^\dagger a_k a_j .$$

Two annihilation operators acting on a one-photon state give zero, whatever packet the photon occupies. A mixture of vacuum and one-photon packets thus has $g_2=0$, even if the packet changes from pulse to pulse. The sum over $j$ and $k$ has removed all information about the mode.

If instead a pulse holds one photon with probability $p_1$ and two with probability $p_2$, then $g_2=2p_2/(p_1+2p_2)^2$. This depends on the number probabilities and not on the packets.

## What interference measures

Send two pulses into inputs $a$ and $b$ of a balanced, lossless beam splitter, with outputs

$$c_j=\frac{a_j+b_j}{\sqrt2},\qquad d_j=\frac{a_j-b_j}{\sqrt2}.$$

Let $B=\sum_j b_j^\dagger b_j$ and $X=\sum_j(a_j^\dagger b_j+b_j^\dagger a_j)$. The output numbers are

$$N_c=\tfrac12(A+B+X),\qquad N_d=\tfrac12(A+B-X).$$

Each term of $X$ moves one photon between the inputs and leaves $A+B$ unchanged, so $X$ commutes with $A+B$. The cross terms in the product cancel:

$$N_cN_d=\tfrac14\left[(A+B)^2-X^2\right].$$

Assume that the inputs are independent and have no optical phase reference. Terms of $X^2$ that move two photons the same way contain $\langle a_j^\dagger a_k^\dagger\rangle$ or its conjugate, and average to zero. Two kinds of term remain. With $b_jb_k^\dagger=\delta_{jk}+b_k^\dagger b_j$, the first is

$$\sum_{jk}\langle a_j^\dagger a_k\, b_jb_k^\dagger\rangle=\langle A\rangle+Q,\qquad Q=\sum_{jk}\langle a_j^\dagger a_k\rangle\langle b_k^\dagger b_j\rangle .$$

The second, with the inputs exchanged, gives $\langle B\rangle+Q$. Hence $\langle X^2\rangle=\langle A\rangle+\langle B\rangle+2Q$, and

$$\langle N_cN_d\rangle=\tfrac14\left[\langle A(A-1)\rangle+\langle B(B-1)\rangle+2\langle A\rangle\langle B\rangle-2Q\right].$$

For inputs of equal mean number $\mu$ and equal $g_2$, define $M=Q/\mu^2$. Then

$$\boxed{\langle N_cN_d\rangle=\frac{\mu^2}{2}\,(1+g_2-M)}$$

The two quantities enter as separate terms. $Q$ is the trace of a product of two positive matrices, each of trace $\mu$, so $0\le M\le1$.

With input $b$ empty, the same calculation gives $\langle N_cN_d\rangle=\langle A(A-1)\rangle/4$, while each output has mean number $\mu/2$. Dividing by the product of the two means gives $g_2$: this is the manuscript's measurement, in which no second photon was present for comparison.

For one photon per input, with density matrices $\rho_a$ and $\rho_b$, $M=\mathrm{Tr}(\rho_a\rho_b)$. For pure packets $M=|\langle\phi_1|\phi_2\rangle|^2$, and the coincidence probability is $(1-M)/2$. Identical packets never give a coincidence; orthogonal ones do so half the time. Both cases have $g_2=0$. If successive packets are correlated, the law applies to each pair of packets and $M$ is the average overlap over the pairs actually brought together.

The converse inference fails too. A coherent state in one mode satisfies $a|\alpha\rangle=\alpha|\alpha\rangle$, so $g_2=|\alpha|^4/|\alpha|^4=1$. Two such pulses in the same mode, with independent random phases, have $M=1$: perfect mode overlap without single photons.

## How single photons can differ

Set $\hbar=1$ in the algebra. Let photon 1 decay at rate $\Gamma_1$ from $t=0$, and photon 2 at rate $\Gamma_2$ from a later time $t_0$. Their angular frequencies differ by $\Delta$ and their linear polarisations by an angle $\theta$. The envelopes are

$$\phi_1=\sqrt{\Gamma_1}\,e^{-\Gamma_1t/2},\qquad \phi_2=\sqrt{\Gamma_2}\,e^{-\Gamma_2(t-t_0)/2-i\Delta t}.$$

They overlap for $t>t_0$, so

$$\langle\phi_1|\phi_2\rangle=\cos\theta\,\sqrt{\Gamma_1\Gamma_2}\,e^{\Gamma_2t_0/2}\int_{t_0}^{\infty}e^{-[(\Gamma_1+\Gamma_2)/2+i\Delta]t}\,dt
=\frac{\cos\theta\,\sqrt{\Gamma_1\Gamma_2}\;e^{-\Gamma_1t_0/2-i\Delta t_0}}{(\Gamma_1+\Gamma_2)/2+i\Delta}.$$

The squared modulus is

$$M=\cos^2\theta\;e^{-\Gamma_1t_0}\,\frac{4\Gamma_1\Gamma_2}{(\Gamma_1+\Gamma_2)^2+4\Delta^2}.$$

Crossed polarisations give $M=0$. With equal decay rates and everything else matched, $M=\Gamma^2/(\Gamma^2+\Delta^2)$, which has fallen to one half when the frequencies differ by one natural linewidth. Lifetimes of 100 and 200 ns, with all else equal, give $M=8/9\approx0.889$. For these one-photon packets $g_2$ stays zero throughout.

## One transition need not give one packet

"The same transition" does not ensure the same frequency or phase. Take equal decay rates $\Gamma$, and first $\theta=t_0=0$. Two disturbances matter here.

Fast pure dephasing gives each photon a random phase whose correlation decays as $e^{-\gamma|t-t'|}$. Two independent photons contribute $e^{-2\gamma|t-t'|}$. Slow wandering leaves the frequency fixed during an emission but makes $\Delta$ vary between pairs. If $\Delta$ is Gaussian with zero mean and standard deviation $s$, the average of $e^{i\Delta(t-t')}$ is $e^{-s^2(t-t')^2/2}$. Writing the squared overlap as a double integral gives

$$M=\Gamma^2\int_0^\infty\!\!\int_0^\infty e^{-\Gamma(t+t')}\,e^{-2\gamma|t-t'|-s^2(t-t')^2/2}\,dt\,dt'.$$

At fixed $\tau=t'-t>0$, the integral of $e^{-\Gamma(2t+\tau)}$ over $t$ is $e^{-\Gamma\tau}/(2\Gamma)$. Negative $\tau$ contributes equally. With $G=\Gamma+2\gamma$,

$$M=\Gamma\int_0^\infty e^{-G\tau-s^2\tau^2/2}\,d\tau .$$

Without wandering this is $M_{\rm same}=\Gamma/G$. With wandering, complete the square,

$$G\tau+\frac{s^2\tau^2}{2}=\frac12\left(s\tau+\frac Gs\right)^2-\frac{G^2}{2s^2},$$

and substitute $x=(s\tau+G/s)/\sqrt2$, so that $d\tau=\sqrt2\,dx/s$:

$$M_{\rm redrawn}=\sqrt{\frac{\pi}{2}}\,\frac{\Gamma}{s}\;e^{G^2/2s^2}\,\mathrm{erfc}\!\left(\frac{G}{\sqrt2\,s}\right).$$

For $s\gg G$ this tends to $\sqrt{\pi/2}\,\Gamma/s$: the overlap is set by the ratio of the natural width to the wandering width.

Successive photons may still be more alike than distant ones. Suppose that each laser pulse redraws the line frequency with probability $q$, from a Gaussian of standard deviation $\sigma$, and otherwise leaves it alone. Two photons $k$ pulses apart share a frequency with probability $w=(1-q)^k$. Otherwise their frequencies are independent, the variances add, and $s=\sqrt2\,\sigma$. Restoring polarisation error and arrival offset,

$$M_k=\cos^2\theta\,e^{-\Gamma t_0}\left[wM_{\rm same}+(1-w)M_{\rm redrawn}\right].$$

The prefactor separates because, counted from $t_0$, the product of envelopes is the old one times $e^{-\Gamma t_0/2}$, and the phase averages depend on time differences alone.

## Numbers for the manuscript's source

Consider a model emitter in the regime of the silicon T centre, with rough values: wavelength 1330 nm (0.932 eV), lifetime 100 ns in the resonator, and a wandering line of full width 4 µeV at half maximum. Round choices complete the model: $\hbar\gamma=0.001$ µeV, $q=0.01$, $\theta=10^\circ$, $t_0=2$ ns, one pulse every 1000 ns, and a square excitation pulse of length $T_p=0.1$ ns that inverts a two-level emitter on resonance.

**The correlation.** A second photon can arise if the first leaves during the pulse. At time $t$ the excited population is $\sin^2(\pi t/2T_p)$. After an emission the emitter restarts from its ground state, and the rest of the pulse excites it with probability $\cos^2(\pi t/2T_p)$. To leading order in $\Gamma T_p$,

$$p_2=\Gamma\int_0^{T_p}\sin^2\frac{\pi t}{2T_p}\cos^2\frac{\pi t}{2T_p}\,dt
=\frac{\Gamma}{4}\int_0^{T_p}\sin^2\frac{\pi t}{T_p}\,dt=\frac{\Gamma T_p}{8}.$$

The mean number is close to one, so $g_2\approx2p_2=\Gamma T_p/4=0.01\times0.1/4=2.5\times10^{-4}$. A master equation sorted by the number of emitted photons, solved numerically with the dephasing included, gives the same value to three figures. By the manuscript's criterion the source is excellent. This value counts re-excitation alone; residual light from the resonant laser is left out and would add to a measured $g_2$.

**The overlap.** The natural width is $\hbar\Gamma=0.00658$ µeV. Hence

$$M_{\rm same}=\frac{0.00658}{0.00658+2\times0.001}=0.767.$$

The wandering has $\hbar\sigma=1.70$ µeV, so $\hbar s=2.40$ µeV and

$$M_{\rm redrawn}\approx1.253\times\frac{0.00658}{2.40}\approx0.0034.$$

Polarisation and arrival contribute $0.970\times0.980=0.951$. For neighbouring photons, $w=0.99$ and

$$M_1=0.951\times(0.99\times0.767+0.01\times0.0034)=0.72.$$

For photons 1000 pulses apart, $w$ is about $4\times10^{-5}$ and $M_{1000}=0.0033$. The normalised coincidences $\langle N_cN_d\rangle/\mu^2$ are 0.139 and 0.4985; fully distinguishable photons would give $(1+g_2)/2$, or 0.5001. With the emitter, $g_2$, polarisation and arrival offset all held fixed, the overlap has changed by a factor of about 220.

A delay of 1 ms is hard to provide optically, but the small value has a practical counterpart. Two separate emitters with the same decay rate, dephasing rate and mean frequency, and with independent wandering of this width, also have $s=\sqrt2\,\sigma$, so their photons overlap by $M_{\rm redrawn}$, apart from the polarisation and arrival factors.

An ordinary spectrum may not warn of this. The wandering width corresponds to 0.0057 nm, so a spectrometer with a resolution of 0.05 nm would show a single narrow line. Yet the wandering width is about 600 natural widths.

## A deep dip can mislead as well

The authors might reply that they also see no coincidences at equal detection times. This still leaves the frequency untested. From $a=(c+d)/\sqrt2$ and $b=(c-d)/\sqrt2$, the amplitude for polarisation $\alpha$ at output $c$ at time $t$, and $\beta$ at output $d$ at time $t'$, is

$$\tfrac12\left[\phi_{2\alpha}(t)\phi_{1\beta}(t')-\phi_{1\alpha}(t)\phi_{2\beta}(t')\right].$$

For equal decay rates and no arrival offset, squaring and summing over polarisations gives $\tfrac12\Gamma^2e^{-\Gamma(t+t')}[1-\cos^2\theta\cos\Delta(t'-t)]$. Integration at fixed $\tau=t'-t$ leaves

$$P(\tau)=\frac{\Gamma}{4}\,e^{-\Gamma|\tau|}\left[1-\cos^2\theta\cos(\Delta\tau)\right].$$

For parallel polarisations $P(0)=0$ at every $\Delta$: at equal times the two amplitudes cancel before the frequency difference has produced any relative phase. A polarisation difference does show at $\tau=0$; a frequency difference appears at larger $|\tau|$. Integrating over all $\tau$ restores $(1-M)/2$.

Averaging over the noise replaces $\cos(\Delta\tau)$ by $e^{-2\gamma|\tau|-s^2\tau^2/2}$. If only coincidences with $|\tau|<T$ are kept, and compared with those of distinguishable photons in the same window, the apparent overlap is

$$M_T=\frac{\cos^2\theta\int_0^T\Gamma e^{-G\tau-s^2\tau^2/2}\,d\tau}{1-e^{-\Gamma T}}.$$

Take redrawn frequencies, no arrival offset, ideal timing resolution and $T=0.1$ ns. Numerical integration gives $M_T=0.95$, although the full overlap is near 0.003. The reason is the short window. With $\hbar=0.658$ µeV ns, phases separate over a time $1/s=0.658/2.40=0.27$ ns, longer than $T$. For $sT\ll1$ and $GT\ll1$ the loss is about $\gamma T+s^2T^2/6$. Here the first term is negligible and the second is 0.02; the polarisation factor 0.97 accounts for the rest.

The price is the fraction of distinguishable-photon coincidences kept, $1-e^{-\Gamma T}\approx0.001$. Such filtering can be a legitimate way to select events, but it does not show that the unfiltered photons are alike.

## How far the model represents a device

The T centre emits near 1330 nm with a lifetime of roughly 1 µs without a resonator, so 100 ns supposes a substantial shortening. A wandering width of a few µeV is a plausible order of magnitude for centres in nanostructures, but it varies between samples. The values of $q$ and $\gamma$ are choices, not measurements.

The model also treats the centre as two levels with a single line. A real T centre has spin in both its ground and its excited state. Lines split by an amount comparable with or larger than the natural width, or photons that leave a record in the spin, can lower $M$ further. A fixed $\Gamma$ also supposes that the resonator linewidth is much larger than the wandering width. The overlaps above are therefore illustrations, not predictions for a particular device.

Another assumption that needs care is that the frequency stays fixed between rare jumps. Small drifts matter greatly. At fixed $\Delta$ with dephasing,

$$M=\Gamma\int_0^\infty e^{-G\tau}\cos(\Delta\tau)\,d\tau=\frac{\Gamma G}{G^2+\Delta^2}.$$

If neighbouring photons that escaped a jump still differed by one natural width, 0.00658 µeV, their overlap would fall from 0.767 to 0.48, and $M_1$ from 0.72 to about 0.45.

Other omissions have these sizes:

- **Phonon sideband.** The results above assume a filter that passes the zero-phonon line alone. Without one, if a fraction $f$ of the light lies in the line, $M$ is multiplied by $f^2$, neglecting overlap between sideband photons. Without resonator enhancement $f$ is roughly 0.2 and the factor is 0.04. If the resonator shortens the lifetime tenfold by speeding up this line alone, and all decay is radiative, the sideband keeps its old rate, which is $0.8/10=0.08$ of the new total. Then $f=0.92$, the factor is about 0.85, and $M_1$ drops to about 0.61.
- **Dark counts.** At 10 per second and a 500 ns gate, each detector has a dark probability of $5\times10^{-6}$. With total detection efficiency 0.01, half to each detector, the apparent correlation is about $0.01\times5\times10^{-6}/0.005^2=2\times10^{-3}$, eight times the re-excitation value. It would hide the latter, but is still small.
- **Detuned driving.** At a detuning of $\sigma$ the mean photon number is 0.993 and $g_2$ remains $2.5\times10^{-4}$. Wandering on this scale barely affects the counting measurement.
- **Leftover excitation.** A fraction $e^{-10}=4.5\times10^{-5}$ survives to the next pulse.
- **Temperature.** For a next bound-exciton level roughly 1.8 meV higher and equal degeneracies, the Boltzmann factor at 4 K is 0.005. This small population does not imply small dephasing. Each phonon-driven excursion to that level destroys the optical phase, so the upward rate adds to $G$, and in energy units it is about 0.005 times the width that downward scattering gives the upper level. An upper-level width of 1 µeV lowers $M_{\rm same}$ to about 0.47 at 4 K, and one of 12 µeV to about 0.09; at 1.5 K both leave it near 0.77. The chosen $\gamma$ thus presumes a temperature well below 4 K unless that width is far under 1 µeV.

## What the manuscript should report

The claim of single-photon emission may stand. For indistinguishability, the authors should interfere pairs at the separation the application needs, and count the whole coincidence peak. They should repeat the run with the two polarisations made orthogonal at the beam splitter, correcting any existing misalignment, and all else unchanged. This sets $M=0$, so

$$\frac{P_\parallel}{P_\perp}=\frac{1+g_2-M}{1+g_2},\qquad
M=(1+g_2)\left(1-\frac{P_\parallel}{P_\perp}\right).$$

Here $P_\parallel$ and $P_\perp$ are the normalised coincidence areas for a balanced splitter and matched inputs, with detector background removed. The $M$ so obtained is the overlap of the whole pulses, two-photon events included; it can differ from the overlap of the one-photon parts by an amount of order $g_2$. In this formula $g_2$ is a correction to the interference result; it cannot replace the measurement of $P_\parallel/P_\perp$.
